# Compressive Film Stress Supported by a Tenfold Adatom Supersaturation

## Problem

A polycrystalline metal film grows from vapour on a thick substrate at 300 K. The deposition flux keeps the density $c$ of adatoms (single atoms moving on the surface) at ten times the density $c_{\rm eq}$ that would be in equilibrium with the unstressed solid. Adatoms can enter the grain boundaries. The substrate holds the film's area fixed, so each atom that enters squeezes the grains. The volume per atom is $\Omega=0.017\ \mathrm{nm^3}$.

How large a compressive stress can this supersaturation support?

The supersaturation is the ratio $S=c/c_{\rm eq}=10$. Tension is positive, and $p=-\sigma$ denotes the magnitude of a compression. The algebra is in Hartree atomic units: energies in hartree, lengths in bohr, stresses in hartree per cubic bohr. The thermal energy is written $k_BT$. The result contains no $\hbar$, electron mass or charge, so it has the same form in any consistent units. The numbers use eV, nm and K, with stresses in MPa.

"Can support" asks for a thermodynamic limit: the compression at which adatoms no longer gain free energy by entering a boundary. Whether a growing film reaches it depends on rates and on the film's strength.

## First estimate by scaling

A stress is an energy per volume. The surface is out of equilibrium by a density factor that is neither close to one nor enormous, so the free energy available per adatom should be of order $k_BT$. The volume that an atom must open in the boundary is $\Omega$. Hence

$$
p\sim\frac{k_BT}{\Omega}=\frac{0.025852\ \mathrm{eV}}{0.017\ \mathrm{nm^3}}.
$$

Since $1\ \mathrm{eV/nm^3}=160.218$ MPa, this is about 244 MPa. The estimate shows why a thermal energy, small beside a bond energy, matters mechanically: it is concentrated in one atomic volume. It leaves open the dependence on $S$, and whether the film's stiffness enters.

## Exact solution of the model

The model assumes that adatoms do not interact, that their energy does not depend on the film's strain, that boundaries exchange atoms with the surface faster than the film thickens, and that the grains deform elastically, with equal stress in both in-plane directions. The surface is not in equilibrium with the solid, because the flux maintains $S>1$. Equilibrium is required only between adatoms and boundaries.

### Free energy of an adatom

Let $N$ adatoms occupy $M$ equivalent surface sites, at most one per site. Let $E_f$ be the energy of an adatom relative to an atom in the unstressed solid. The number of arrangements is the binomial coefficient $\binom{M}{N}$, so

$$
F(N)=NE_f-k_BT\ln\binom{M}{N}.
$$

The chemical potential is the cost of one more adatom. From

$$
\binom{M}{N+1}\bigg/\binom{M}{N}=\frac{M-N}{N+1}
$$

it follows that

$$
\mu=F(N+1)-F(N)=E_f+k_BT\ln\frac{N+1}{M-N}.
$$

For large $N$ the 1 can be dropped. With the coverage $\theta=N/M$,

$$
\mu=E_f+k_BT\ln\frac{\theta}{1-\theta}.
$$

Equilibrium with the unstressed solid occurs at a coverage $\theta_{\rm eq}$. During growth the coverage is $S\theta_{\rm eq}$. Subtracting the two chemical potentials removes $E_f$:

$$
\Delta\mu=k_BT\ln S+k_BT\ln\frac{1-\theta_{\rm eq}}{1-S\theta_{\rm eq}}.
$$

The second term comes from the exclusion of double occupation. It vanishes when $S\theta_{\rm eq}\ll1$, leaving

$$
\Delta\mu=k_BT\ln S .
$$

The logarithm is entropic: at tenfold density each adatom has one tenth as many free sites per adatom available to it.

The counting can be tested at coverages where exclusion is visible. For $10^6$ sites, raising the coverage from 0.1% to 1% gives a rise of $2.3112\,k_BT$ by exact binomial counting, averaging the costs of adding and removing one adatom. The lattice formula gives $2.3116\,k_BT$, and the dilute law gives $\ln10=2.3026$. The small difference between the first two is a finite-number effect: the average of $\ln(N+1)$ and $\ln N$ exceeds $\ln N$ by about $1/(2N)$, which is 0.0005 at $N=1000$ and ten times less at $N=10\,000$.

### Cost of inserting an atom at fixed area

Take a square piece of film of fixed side $L$, with $n_x$ columns and $n_y$ rows of atoms in each of $m$ layers. Let $a$ be the unstressed in-plane spacing. The strain along $x$ is set by how many columns share the length:

$$
1+\epsilon_x=\frac{L}{n_xa},\qquad
\frac{\partial\epsilon_x}{\partial n_x}=-\frac{1+\epsilon_x}{n_x}.
$$

Let $W(\epsilon_x,\epsilon_y)$ be the elastic energy per unstressed volume, with the thickness free to relax. The film's energy is

$$
E=n_xn_ym\,\Omega\,W(\epsilon_x,\epsilon_y).
$$

An added column changes $E$ in two ways: there are more atoms to carry strain energy, and all columns are squeezed further. Differentiating at fixed $n_y$ gives

$$
\frac{\partial E}{\partial n_x}
=n_ym\,\Omega\left[W-(1+\epsilon_x)P\right],
\qquad P=\frac{\partial W}{\partial\epsilon_x}.
$$

Here $P$ is the nominal stress, the force divided by the unstressed cross-section. A column contains $n_ym$ atoms, so the cost per atom is $\Omega[W-(1+\epsilon_x)P]$.

For an isotropic film with Young modulus $Y$ and Poisson ratio $\nu$,

$$
W=\frac{Y}{2(1-\nu^2)}\left(\epsilon_x^2+\epsilon_y^2+2\nu\epsilon_x\epsilon_y\right).
$$

At $\epsilon_x=\epsilon_y=\epsilon$ the bracket equals $2(1+\nu)\epsilon^2$. Using $1-\nu^2=(1-\nu)(1+\nu)$,

$$
W=B\epsilon^2,\qquad P=\frac{Y(\epsilon+\nu\epsilon)}{1-\nu^2}=B\epsilon,
\qquad B=\frac{Y}{1-\nu}.
$$

The cost per inserted atom becomes

$$
\Omega\left[B\epsilon^2-(1+\epsilon)B\epsilon\right]=-B\epsilon\,\Omega=-P\Omega .
$$

The strain energy carried by the new atom cancels against the second-order part of the work. Under compression $P<0$, and the cost is positive, as it should be.

The true stress $\sigma$ is the force divided by the deformed cross-section. It differs from $P$ by a relative amount of order $\epsilon$, which is neglected from here on, so $P\simeq\sigma=-p$.

### Where insertion stops

Moving one atom from the supersaturated surface into a boundary changes the free energy by

$$
\Delta G=p\Omega-\Delta\mu .
$$

For $p<\Delta\mu/\Omega$ this is negative and insertion is favoured. Each inserted atom raises $p$. Beyond $p=\Delta\mu/\Omega$ the sign reverses and atoms gain by leaving. The balance is therefore stable, and

$$
\boxed{\;\sigma=-\frac{k_BT\ln S}{\Omega}\;}
$$

The stiffness has dropped out. It determines how many atoms must enter, through $\epsilon=\sigma/B$, but not the stress at which they stop.

This can be tested by minimizing the free energy of one atomic layer directly, without using the boxed formula. For a 50 nm square grain with $Y=80$ GPa, $\nu=0.37$ and $S=10$, the minimum lies at 336.3 inserted atoms. With the stiffness doubled it lies at 167.6. For $S=2$, 10 and 50, and for both stiffnesses, the stress at the minimum agrees with the formula to within 0.1%.

### The number

For the given data,

$$
\Delta\mu=0.025852\ \mathrm{eV}\times2.302585=0.059526\ \mathrm{eV},
$$

$$
p=\frac{0.059526\ \mathrm{eV}}{0.017\ \mathrm{nm^3}}
=3.50\ \mathrm{eV/nm^3}=561\ \mathrm{MPa}.
$$

A tenfold supersaturation at 300 K can thus support about 560 MPa of compression. If "tenfold" meant an excess $S-1=10$, the ratio would be 11 and the limit 584 MPa.

## Comparison of the estimate and the solution

The scaling estimate has the right dependence on temperature at fixed $S$ and on atomic volume. It is low by the factor $\ln S=2.30$. The two agree when $S=e$, about 2.7.

The estimate fails near equilibrium. For $S=1+x$ with $x\ll1$, $\ln(1+x)\simeq x$ and

$$
p\simeq\frac{k_BT}{\Omega}\,x .
$$

The limit then vanishes in proportion to the excess density, whereas the bare estimate stays at 244 MPa. At $x=0.1$ the linear law gives about 24 MPa. At large $S$ the growth is slow: each further factor of ten in density adds the same 561 MPa, as long as the adatoms remain dilute.

If the flux stops and $S$ falls to one, the limit falls to zero. A compressed film then lowers its free energy by returning boundary atoms to the surface, provided they can still move. For $S<1$ the formula gives a tensile limit.

## What the model leaves out

The following estimates use a film thickness $h=100$ nm, a grain size of 50 nm and the elastic constants above. These are rough values.

**Elastic strain.** The biaxial modulus is $B=127$ GPa, so the strain at the limit is $-561/127\,000=-0.44\%$. The relative difference between nominal and true stress is smaller than this, because the film thickens as it is squeezed and its cross-section changes little. The inserted material is 0.22 nm wide per grain, less than one atomic spacing $\Omega^{1/3}\simeq0.26$ nm. The smooth treatment therefore describes an average over partly filled boundaries. If rows could enter only whole, one extra row in each in-plane direction would change the stress of such a grain by about $127\,000\times0.257/50\simeq650$ MPa. This graininess decreases as the inverse of the grain size.

**Crowding of adatoms.** With $E_f=0.5$ eV, and neglecting vibrational entropy, $\theta_{\rm eq}\simeq e^{-E_f/k_BT}=4.0\times10^{-9}$. The exclusion term then changes the stress by about $10^{-5}$ MPa, which is negligible.

**Warming.** At fixed $S$ the limit rises in proportion to $T$. At fixed adatom density it falls, because $c_{\rm eq}$ rises. Writing $\Delta\mu=E_f+k_BT\ln\theta$ for dilute adatoms and holding $\theta$ constant,

$$
\frac{dp}{dT}=\frac{k_B\ln\theta}{\Omega}<0 .
$$

With $E_f=0.5$ eV, warming by 10 K reduces $S$ from 10 to 5.4 and the limit from 561 to 423 MPa; with $E_f=0.7$ eV the values are 4.2 and 360 MPa. Temperature control thus matters more than the factor $T$ in the boxed formula suggests. In growth at fixed flux the adatom density itself also changes with temperature, which this comparison does not include.

**Strain dependence of the adatom energy.** If $E_f$ changes with strain at a rate $E_f'=dE_f/d\epsilon$, then $\Delta\mu=k_BT\ln S+E_f'\epsilon$. With $\epsilon=-p/B$ the balance gives $p=k_BT\ln S/(\Omega+E_f'/B)$, and the stiffness re-enters. Simple many-body potentials for the (111) surfaces of silver and gold give $E_f'$ of about $-1$ to $-3$ eV, which would raise the limit by roughly 5 to 25%. These values depend on the potential and indicate only the size of the effect.

**Surface stress.** A surface stress of $6\ \mathrm{eV/nm^2}$ spread over the thickness contributes $6/100=0.06\ \mathrm{eV/nm^3}$, or 10 MPa, to the average film stress.

**Tension from grain coalescence.** When two grain surfaces join, they release an energy $\Gamma$ per boundary area, here $10\ \mathrm{eV/nm^2}$. Square grains of side $L$ have boundary area $2/L$ per volume. The strain energy $W=\sigma^2/B$ cannot exceed the energy released, so

$$
\sigma\le\sqrt{\frac{2\Gamma B}{L}}\simeq2850\ \mathrm{MPa}.
$$

This is an upper bound from energy alone, not an expected stress. Tension also makes insertion more favourable, so boundaries that exchange atoms freely relax it and approach the same compressive limit. If exchange is slow, some tension remains and the net compression is smaller.

**Plastic flow.** A dislocation threading the film can glide and relieve the compression. Let its slip plane make an angle $\phi$ with the film plane. Advancing by unit length sweeps an area $h/\sin\phi$ and leaves unit length of dislocation at the interface. The energy of that line follows from the standard isotropic field of an edge dislocation with Burgers vector length $b$ and shear modulus $\mu_s$:

$$
\sigma_{rr}=\sigma_{\vartheta\vartheta}=-\frac{D\sin\vartheta}{r},\quad
\sigma_{r\vartheta}=\frac{D\cos\vartheta}{r},\quad
D=\frac{\mu_sb}{2\pi(1-\nu)} .
$$

In plane strain the energy density is

$$
u=\frac{D^2}{2\mu_sr^2}\left[(1-2\nu)\sin^2\vartheta+\cos^2\vartheta\right].
$$

The angular integral of the bracket is $2\pi(1-\nu)$. Integrating $u\,r\,dr$ from a core radius $b$ to the thickness $h$ gives the energy per length

$$
w=\frac{\pi(1-\nu)D^2}{\mu_s}\ln\frac hb
=\frac{\mu_sb^2}{4\pi(1-\nu)}\ln\frac hb .
$$

The shear stress on the slip plane is $gp$, where $g$ is a geometrical factor. Equating the work $gp\,b\,h/\sin\phi$ to $w$ gives the flow stress

$$
p_{\rm flow}=\frac{\sin\phi}{g}\,\frac{\mu_sb}{4\pi(1-\nu)h}\ln\frac hb .
$$

For a face-centred cubic film with a (111) surface, an inclined {111} slip plane has $\cos\phi=1/3$, hence $\sin\phi=0.943$. Of its three slip directions, one lies in the film plane and feels no shear stress. Each of the other two makes an angle with the film normal whose cosine has magnitude $2/\sqrt6$, so $g=\frac13\cdot\frac{2}{\sqrt6}=0.272$. With $\mu_s=29.2$ GPa and $b=0.289$ nm,

$$
p_{\rm flow}\simeq3.46\times\frac{29\,200\times0.289}{4\pi\times0.63\times100}\times5.85
\simeq216\ \mathrm{MPa}.
$$

This is well below 561 MPa. If mobile threading dislocations are present and nothing else blocks them, the film yields before the adatom limit is reached; a ratio $S$ of roughly 2.4 already drives it to the flow stress. In this estimate the two stresses are equal at a thickness of about 31 nm, with the other parameters held fixed, and in thinner films this mechanism no longer sets the lower limit. The core radius, the outer cutoff at $h$ and the pure edge character are approximations (the slip direction actually makes $60^\circ$ with the line left at the interface), and these make the flow stress uncertain by some tens of MPa. The line energy also gives the substrate the elastic constants of the film. A stiffer substrate raises the flow stress, by roughly 30% for silicon, 60% for sapphire and up to about a factor of two for a rigid one, and the thickness at which the two stresses are equal grows with it. The estimate applies to grains much wider than the thickness. If glide stops at the boundaries of a grain of width $L$, the dislocation must also leave a segment on each of the two walls. This adds about $2w'/(gbL)$ to the flow stress, where $w'$ is the line energy with outer cutoff $L$. For the 50 nm grains of the example the total is roughly 700 to 1000 MPa, depending on the character of the segments, which is above the adatom limit. So 216 MPa is not an upper bound on the film's strength.

## Relation to real films

The atomic volume and elastic constants are close to those of randomly oriented polycrystals of the heavier coinage metals, whose surface atoms are mobile at room temperature. Films of these metals with mostly (111) grains are stiffer in the plane, which lowers the strain and the number of inserted atoms but leaves the boxed formula unchanged. The calculated 561 MPa is a limit for the chosen $S$, not a prediction of the stress in such a film. A limit of 100 MPa would correspond to $S=e^{100/244}\simeq1.5$. A measured stress does not fix $S$, however, because a film held below the limit by slow exchange or plastic flow can have a much larger ratio. The value $S=10$ is chosen for the exercise. Besides the strain independence of the adatom energy, two assumptions that need checking in a real film are free exchange with the boundaries and purely elastic grains. Slow exchange can leave the stress short of the limit, by an amount that equilibrium theory cannot supply. Plastic flow could reduce the supported compression from 561 to a few hundred MPa in a 100 nm film with grains much wider than its thickness; with 50 nm grains the boundaries may block it. The limit is useful as a design figure only when $S$ at the surface is known and these effects have been assessed. The numerical output lists the inputs and the main results.

## Numbers as computed

```
INPUTS (material values are rough)
temperature = 300 K
adatom density ratio S = 10 (no unit)
atomic volume = 0.017 nm^3
Young modulus = 80 GPa
Poisson ratio = 0.37 (no unit)
grain size = 50 nm
film thickness = 100 nm
adatom formation energy = 0.5 eV
surface stress = 6 eV/nm^2
boundary energy gain = 10 eV/nm^2
MAIN RESULT
thermal energy k_B T = 0.025852 eV
ln S = 2.302585 (no unit)
chemical potential rise = 0.059526 eV
1 eV/nm^3 = 160.218 MPa
limiting compression = 3.5016 eV/nm^3
limiting compression = 561.0 MPa
compression if S - 1 = 10: 584.2 MPa
TESTS OF THE STEPS
counted rise, 0.1% to 1% coverage = 2.3112 k_B T
lattice-gas formula, same case = 2.3116 k_B T
atoms inserted per layer of grain = 336.3 (no unit)
same, stiffness doubled = 167.6 (no unit)
NEGLECTED EFFECTS
biaxial modulus = 127.0 GPa
elastic strain = -0.442 %
inserted width per grain = 0.221 nm
equilibrium adatom coverage = 3.98e-09 (no unit)
site-exclusion stress = 8.7e-06 MPa
warming at fixed adatom density = 10 K
S after warming = 5.36 (no unit)
compression after warming = 423 MPa
surface stress / thickness = 9.6 MPa
coalescence tension ceiling = 2853 MPa
shear modulus = 29.2 GPa
Burgers vector length = 0.2886 nm
resolved shear factor = 0.2722 (no unit)
dislocation flow stress = 216 MPa
S that reaches flow stress = 2.42 (no unit)
thickness where flow stress equals limit = 30.7 nm
```
